# Core polarisation and the sign of its dielectric term in magnesium: a numerical check

```python
# Core-polarisation potential of a closed-shell core (Hartree atomic units):
#   V = -(alpha/2) |sum_i f_i|^2,   f_i = C(r_i) r_i / r_i^3,
#   C(r) = [1 - exp(-(r/rho)^2)]^2,  alpha = core dipole polarisability.
# Its two-electron part is -alpha f_1.f_2. For an sp configuration its mean is
#   -alpha |<s|f|p>|^2 in the singlet and +alpha |<s|f|p>|^2 in the triplet.
# Tested on Mg: Hartree-Fock Mg2+ core and two-electron valence CI.
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import simpson
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- core: Mg2+ in an even-tempered basis ----------
basis = [[0, [0.02 * 2.7**k, 1.0]] for k in range(16)]
basis += [[1, [0.015 * 2.6**k, 1.0]] for k in range(11)]
basis += [[2, [0.03 * 2.6**k, 1.0]] for k in range(7)]
mol = gto.M(atom="Mg 0 0 0", charge=2, basis={"Mg": basis}, verbose=0)
overlap = mol.intor("int1e_ovlp")
position = mol.intor("int1e_r")
eri = mol.intor("int2e", aosym="s8")
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")


def run_core(extra, dm0=None):
    """Self-consistent core with an additional one-electron potential."""
    mf = scf.RHF(mol)
    mf._eri = eri
    mf.get_hcore = lambda *args: h_core + extra
    mf.conv_tol = 1e-11
    mf.max_cycle = 100
    mf.kernel(dm0)
    assert mf.converged
    return mf


core = run_core(np.zeros_like(h_core))
dm_core = core.make_rdm1()
E_core = core.e_tot
field = 0.01
alpha = -2 * (run_core(field * position[2], dm_core).e_tot - E_core) / field**2

# ---------- polarisability from the core excitation spectrum ----------
mo, eps = core.mo_coeff, core.mo_energy
n_occ = 5
occ, virt = mo[:, :n_occ], mo[:, n_occ:]
n_virt = virt.shape[1]
n_exc = n_occ * n_virt
ovov = ao2mo.general(eri, (occ, virt, occ, virt), compact=False)
ovov = ovov.reshape(n_occ, n_virt, n_occ, n_virt)
oovv = ao2mo.general(eri, (occ, occ, virt, virt), compact=False)
oovv = oovv.reshape(n_occ, n_occ, n_virt, n_virt)
gaps = np.diag((eps[None, n_occ:] - eps[:n_occ, None]).ravel())
direct = ovov.reshape(n_exc, n_exc)
exch_a = oovv.transpose(0, 2, 1, 3).reshape(n_exc, n_exc)
exch_b = ovov.transpose(0, 3, 2, 1).reshape(n_exc, n_exc)
a_plus_b = gaps + 4 * direct - exch_a - exch_b
a_minus_b = gaps - exch_a + exch_b
val, vec = eigh(a_minus_b)
assert val.min() > 0
root = (vec * np.sqrt(val)) @ vec.T
omega2, modes = eigh(root @ a_plus_b @ root)
omega = np.sqrt(omega2)
z_ov = (occ.T @ position[2] @ virt).ravel()
dipole2 = 2 * (z_ov @ root @ modes)**2 / omega
alpha_sum = 2 * np.sum(dipole2 / omega)
omega_mean = alpha_sum / (2 * np.sum(dipole2 / omega**2))
omega_first = omega[dipole2 > 1e-6].min()
assert abs(alpha_sum / alpha - 1) < 1e-3

# ---------- two external electrons represented by fixed charges ----------
R = 10.0


def charge_potential(angle_deg):
    t = np.radians(angle_deg)
    with mol.with_rinv_origin((R * np.sin(t), 0.0, R * np.cos(t))):
        return mol.intor("int1e_rinv")


v_first = charge_potential(0)
E_first = run_core(v_first, dm_core).e_tot
nonadditive = {}
for angle in (0, 60, 90, 180):
    v_second = charge_potential(angle)
    E_second = run_core(v_second, dm_core).e_tot
    E_both = run_core(v_first + v_second, dm_core).e_tot
    nonadditive[angle] = E_both - E_first - E_second + E_core
scale = alpha / R**4
# Higher core multipoles enter at relative order 1/R^2.
for angle, energy in nonadditive.items():
    assert abs(energy + scale * np.cos(np.radians(angle))) < 0.03 * scale
odd_part = (nonadditive[0] - nonadditive[180]) / 2
assert abs(odd_part / (-scale) - 1) < 0.02

# ---------- valence orbitals, separated by angular momentum ----------
l_ao = np.concatenate([[mol.bas_angular(b)] * (2 * mol.bas_angular(b) + 1)
                       for b in range(mol.nbas)])
keep = np.where((np.arange(len(eps)) >= n_occ) & (eps < 20.0))[0]
l_weight = []
for l in range(3):
    m = l_ao == l
    c = mo[m][:, keep]
    l_weight.append(np.einsum("pi,pq,qi->i", c, overlap[np.ix_(m, m)], c))
l_weight = np.array(l_weight)
assert l_weight.max(axis=0).min() > 1 - 1e-6
l_orb = l_weight.argmax(axis=0)
g_idx, u_idx = keep[l_orb != 1], keep[l_orb == 1]
g_is_s = l_orb[l_orb != 1] == 0
G, U = mo[:, g_idx], mo[:, u_idx]
ng, nu = len(g_idx), len(u_idx)
dim = ng * nu
eps_s, eps_p = eps[g_idx[g_is_s]].min(), eps[u_idx].min()


def make_grid(n_radial, n_angular):
    grid = dft.gen_grid.Grids(mol)
    grid.atom_grid = {"Mg": (n_radial, n_angular)}
    grid.prune = None
    grid.build()
    used = grid.weights > 0
    return grid.coords[used], grid.weights[used]


def damped_field(points, rho):
    r = np.linalg.norm(points, axis=1)
    cutoff = (-np.expm1(-(r / rho)**2))**2
    return points * (cutoff / r**3)[:, None]


coords, weights = make_grid(150, 50)
ao = mol.eval_gto("GTOval_sph", coords)
valence = mo[:, keep]
phi = ao @ valence
assert np.abs(phi.T @ (weights[:, None] * phi) - np.eye(len(keep))).max() < 1e-5


def field_matrices(rho):
    f = damped_field(coords, rho)
    vector = np.array([ao.T @ ((weights * f[:, a])[:, None] * ao)
                       for a in range(3)])
    square = ao.T @ ((weights * np.sum(f**2, axis=1))[:, None] * ao)
    return vector, square


# ---------- two-electron CI in all gerade x ungerade pairs ----------
J = ao2mo.general(eri, (G, G, U, U), compact=False)
J = J.reshape(ng, ng, nu, nu).transpose(0, 2, 1, 3).reshape(dim, dim)
K = ao2mo.general(eri, (G, U, G, U), compact=False)
K = K.reshape(ng, nu, ng, nu).transpose(0, 3, 2, 1).reshape(dim, dim)
H0 = np.diag((eps[g_idx][:, None] + eps[u_idx][None, :]).ravel()) + J


def dielectric_matrix(vector):
    """-alpha f1.f2 for the singlet; the triplet has the opposite sign."""
    f_gu = np.array([G.T @ v @ U for v in vector])
    out = np.einsum("agy,axu->guxy", f_gu, f_gu, optimize=True)
    return -alpha * out.reshape(dim, dim)


rho = 1.2
f_ao, f2_ao = field_matrices(rho)
V_one = -alpha / 2 * (np.kron(G.T @ f2_ao @ G, np.eye(nu))
                      + np.kron(np.eye(ng), U.T @ f2_ao @ U))
V_two = dielectric_matrix(f_ao)
spin_sign = {"1P": 1, "3P": -1}
energy, state = {}, {}
for term, sign in spin_sign.items():
    for level, potential in (("none", 0.0), ("one", V_one),
                             ("full", V_one + sign * V_two)):
        e, c = eigh(H0 + sign * K + potential, subset_by_index=[0, 3])
        assert e[2] - e[0] < 1e-6 and e[3] - e[0] > 1e-3
        energy[term, level], state[term, level] = e[0], c[:, 0]
split = {lev: energy["1P", lev] - energy["3P", lev]
         for lev in ("none", "one", "full")}
assert split["none"] > 0 and split["full"] < split["one"]

# ---------- leading sp configuration and explicit pair quadrature ----------
pair_xyz, pair_w = make_grid(80, 26)
pair_ao = mol.eval_gto("GTOval_sph", pair_xyz)
f_pair = damped_field(pair_xyz, rho)
field_sum2 = sum((f_pair[:, a][:, None] + f_pair[:, a][None, :])**2
                 for a in range(3))
field_dot = f_pair @ f_pair.T
radius = np.linspace(1e-4, 40.0, 8001)
result = {}
for term, sign in spin_sign.items():
    vector = state[term, "full"]
    coeff = vector.reshape(ng, nu)
    left, sing, right = np.linalg.svd(coeff[g_is_s])
    s_orb, p_orb = G[:, g_is_s] @ left[:, 0], U @ right[0]
    f_sp2 = sum((s_orb @ f @ p_orb)**2 for f in f_ao)
    f2_s, f2_p = s_orb @ f2_ao @ s_orb, p_orb @ f2_ao @ p_orb
    one = -alpha / 2 * (f2_s + f2_p)
    two = -sign * alpha * f_sp2
    s_val, p_val = pair_ao @ s_orb, pair_ao @ p_orb
    psi = (np.outer(s_val, p_val) + sign * np.outer(p_val, s_val)) / np.sqrt(2)
    density = psi**2 * np.outer(pair_w, pair_w)
    assert abs(density.sum() - 1) < 1e-4
    two_direct = -alpha * np.sum(density * field_dot)
    total_direct = -alpha / 2 * np.sum(density * field_sum2)
    assert abs(two_direct / two - 1) < 1e-3
    assert abs(total_direct / (one + two) - 1) < 1e-3
    assert total_direct < 0 and sign * two_direct < 0
    axis = np.array([s_orb @ x @ p_orb for x in position])
    axis /= np.linalg.norm(axis)
    line = mol.eval_gto("GTOval_sph", radius[:, None] * axis)
    R_s = np.sqrt(4 * np.pi) * (line @ s_orb)
    R_p = np.sqrt(4 * np.pi / 3) * (line @ p_orb)
    cut = (-np.expm1(-(radius / rho)**2))**2
    I_radial = abs(simpson(R_s * R_p * cut, x=radius))
    assert abs(I_radial**2 / 3 / f_sp2 - 1) < 1e-3
    ci_one = vector @ V_one @ vector
    ci_two = sign * (vector @ V_two @ vector)
    assert sign * ci_two < 0 and ci_one + ci_two < 0
    result[term] = (sing[0]**2, I_radial, f_sp2, f2_s, f2_p, one, two,
                    two_direct, one + two, ci_one, ci_two)

# First-order change of the splitting caused by the dielectric term alone.
first_order = sum(state[t, "one"] @ V_two @ state[t, "one"] for t in spin_sign)
change = split["full"] - split["one"]
assert abs(change / first_order - 1) < 0.10

# ---------- sign for other cutoff radii, in the states without V ----------
scan = {}
for rho_test in (0.9, 1.2, 1.6):
    matrix = dielectric_matrix(field_matrices(rho_test)[0])
    scan[rho_test] = [sg * (state[t, "none"] @ matrix @ state[t, "none"])
                      for t, sg in spin_sign.items()]
    assert scan[rho_test][0] < 0 < scan[rho_test][1]

# ---------- output ----------
print(f"Mg2+ polarisability, uniform field: {alpha:.5f} bohr^3")
print(f"Mg2+ polarisability, excitation sum: {alpha_sum:.5f} bohr^3")
print(f"first dipole excitation of core: {omega_first:.3f} hartree")
print(f"mean core excitation energy: {omega_mean:.3f} hartree")
print(f"Mg+ 3s-3p gap, frozen core: {eps_p - eps_s:.4f} hartree")
print(f"distance of each test charge: {R:.1f} bohr")
for angle, value in nonadditive.items():
    formula = -scale * np.cos(np.radians(angle))
    print(f"angle {angle} deg: nonadditive energy {value * 1e6:.3f}, "
          f"formula {formula * 1e6:.3f} microhartree")
print(f"cutoff radius rho: {rho:.1f} bohr")
print(f"CI pair functions per spin: {dim}")
labels = (("weight of leading sp pair", 1, ""),
          ("radial integral I", 1, "bohr^-2"),
          ("|<s|f|p>|^2", 1, "bohr^-4"),
          ("<s|f^2|s>", 1, "bohr^-4"), ("<p|f^2|p>", 1, "bohr^-4"),
          ("sp one-electron part", 1e3, "millihartree"),
          ("sp dielectric term", 1e3, "millihartree"),
          ("sp dielectric term, pair quadrature", 1e3, "millihartree"),
          ("sp total V", 1e3, "millihartree"),
          ("CI one-electron part", 1e3, "millihartree"),
          ("CI dielectric term", 1e3, "millihartree"))
for term in spin_sign:
    for (label, factor, unit), value in zip(labels, result[term]):
        print(f"{term} {label}: {value * factor:.5f} {unit or '(no unit)'}")
for level, name in (("none", "without V"), ("one", "one-electron V"),
                    ("full", "full V")):
    print(f"1P-3P splitting, {name}: {split[level] * 1e3:.4f} millihartree")
print(f"1P-3P splitting, full V: {split['full'] * HARTREE_EV:.4f} eV")
print(f"splitting change by dielectric term: {change * 1e3:.4f} millihartree")
print(f"same change in first order: {first_order * 1e3:.4f} millihartree")
for rho_test, (singlet, triplet) in scan.items():
    print(f"rho {rho_test:.1f} bohr: dielectric term 1P {singlet * 1e3:.4f}, "
          f"3P {triplet * 1e3:.4f} millihartree")
print("all tests passed")
```

Printed output:

```
Mg2+ polarisability, uniform field: 0.47004 bohr^3
Mg2+ polarisability, excitation sum: 0.47004 bohr^3
first dipole excitation of core: 2.020 hartree
mean core excitation energy: 3.161 hartree
Mg+ 3s-3p gap, frozen core: 0.1568 hartree
distance of each test charge: 10.0 bohr
angle 0 deg: nonadditive energy -47.222, formula -47.004 microhartree
angle 60 deg: nonadditive energy -23.449, formula -23.502 microhartree
angle 90 deg: nonadditive energy 0.126, formula -0.000 microhartree
angle 180 deg: nonadditive energy 46.716, formula 47.004 microhartree
cutoff radius rho: 1.2 bohr
CI pair functions per spin: 630
1P weight of leading sp pair: 0.94040 (no unit)
1P radial integral I: 0.07698 bohr^-2
1P |<s|f|p>|^2: 0.00198 bohr^-4
1P <s|f^2|s>: 0.02487 bohr^-4
1P <p|f^2|p>: 0.00607 bohr^-4
1P sp one-electron part: -7.27154 millihartree
1P sp dielectric term: -0.92839 millihartree
1P sp dielectric term, pair quadrature: -0.92839 millihartree
1P sp total V: -8.19993 millihartree
1P CI one-electron part: -7.20140 millihartree
1P CI dielectric term: -0.06397 millihartree
3P weight of leading sp pair: 0.98529 (no unit)
3P radial integral I: 0.10302 bohr^-2
3P |<s|f|p>|^2: 0.00354 bohr^-4
3P <s|f^2|s>: 0.02225 bohr^-4
3P <p|f^2|p>: 0.01176 bohr^-4
3P sp one-electron part: -7.99384 millihartree
3P sp dielectric term: 1.66271 millihartree
3P sp dielectric term, pair quadrature: 1.66271 millihartree
3P sp total V: -6.33113 millihartree
3P CI one-electron part: -7.97771 millihartree
3P CI dielectric term: 2.13253 millihartree
1P-3P splitting, without V: 62.2861 millihartree
1P-3P splitting, one-electron V: 63.1128 millihartree
1P-3P splitting, full V: 60.8985 millihartree
1P-3P splitting, full V: 1.6571 eV
splitting change by dielectric term: -2.2143 millihartree
same change in first order: -2.2324 millihartree
rho 0.9 bohr: dielectric term 1P -0.0638, 3P 2.5810 millihartree
rho 1.2 bohr: dielectric term 1P -0.0347, 3P 2.1364 millihartree
rho 1.6 bohr: dielectric term 1P -0.0110, 3P 1.4915 millihartree
all tests passed
```
